# Merz's Law and the Gain in Switching Speed on Doubling the Field

**The question**

A ferroelectric capacitor is switched by a constant field of magnitude $E$, directed against its initial polarization. Over the range of interest its switching time follows Merz's law,

$$t(E)=t_0\,e^{E_a/E},$$

with activation field $E_a=10$ MV/cm. The field is uniform inside the ferroelectric, and $t$ is the time to reach a fixed switched fraction. The sample and the temperature stay the same throughout. Fields are in MV/cm unless stated otherwise. The parameters are round model values and describe no particular material.

## Part (a): The change in switching time

**Question.** The field is raised from $E_1=1$ MV/cm to $E_2=2$ MV/cm at fixed $t_0$. By what factor, and by what percentage, does the switching time fall? What are the two times if $t_0=0.1$ ns?

**Answer.** Define the speed-up factor $R$ as the longer time divided by the shorter one. The prefactor is common to both and cancels:

$$R=\frac{t(E_1)}{t(E_2)}=\frac{t_0e^{E_a/E_1}}{t_0e^{E_a/E_2}}
=\exp\left[E_a\left(\frac1{E_1}-\frac1{E_2}\right)\right].$$

The exponents are $10/1=10$ and $10/2=5$, so

$$\ln R=10-5=5,\qquad R=e^5\approx148.$$

In decades this is $\log_{10}R\approx2.17$. The fractional decrease is

$$\frac{t(E_1)-t(E_2)}{t(E_1)}=1-\frac1R\approx0.9933,$$

or 99.33 % of the original time. About 0.67 % of it remains.

These relative results do not involve $t_0$, but the times themselves do. With $t_0=0.1$ ns,

$$t(E_1)=0.1\,e^{10}\ \text{ns}\approx2203\ \text{ns},\qquad
t(E_2)=0.1\,e^{5}\ \text{ns}\approx14.8\ \text{ns},$$

and the decrease is about 2188 ns. A prefactor ten times larger would multiply all three times by ten and leave $R$ unchanged.

The factor applies to the switching time of the ferroelectric. Suppose that a measured time also contains a field-independent delay $t_d$, added to $t$. The measured ratio is then

$$\frac{t(E_1)+t_d}{t(E_2)+t_d}.$$

For $t_d=t(E_2)$ this becomes $(R+1)/2$, about half the true factor. A delay that is negligible at the lower field can therefore spoil the comparison at the higher one.

## Part (b): Sensitivity to field and activation field

**Question.** Find the local power $n(E)=-d\ln t/d\ln E$ at both fields, and the mean power over the doubling. What factor would follow if the initial slope of $\ln t$ against $E$ were extended to $E_2$, and why is it wrong in the direction found? What does a further doubling to 4 MV/cm give? How does a 10 % change in $E_a$ affect $R$?

**Answer.** Take the logarithm of Merz's law, $\ln t=\ln t_0+E_a/E$. With $t_0$ fixed,

$$\frac{d\ln t}{dE}=-\frac{E_a}{E^2},\qquad
n(E)=-E\,\frac{d\ln t}{dE}=\frac{E_a}{E}.$$

Thus $n=10$ at 1 MV/cm and $n=5$ at 2 MV/cm. Near the lower field, a small relative increase in $E$ produces a relative decrease in $t$ ten times as large. The mean power $\bar n$ is defined by $R=(E_2/E_1)^{\bar n}$, so

$$\bar n=\frac{\ln R}{\ln(E_2/E_1)}=\frac5{\ln2}\approx7.21.$$

It lies between the two local values because it is the average of $n$ over $\ln E$.

Extending the initial slope over the whole interval would give

$$\ln R_{\rm slope}=\frac{E_a}{E_1^2}(E_2-E_1)=10,
\qquad R_{\rm slope}=e^{10}\approx2.2\times10^4.$$

This is far too large. The second derivative,

$$\frac{d^2\ln t}{dE^2}=\frac{2E_a}{E^3}>0,$$

shows that $\ln t$ is a convex function of $E$. Its tangent at $E_1$ lies below the curve at $E_2$, and so predicts too short a time there.

For a doubling that starts from any field $E$,

$$\frac{t(E)}{t(2E)}=\exp\left[E_a\left(\frac1E-\frac1{2E}\right)\right]=e^{E_a/(2E)}.$$

From 2 to 4 MV/cm the factor is $e^{2.5}\approx12.2$, much less than in the first doubling. For $E\gg E_a$ the formula tends to 1, since $t$ approaches $t_0$. Whether Merz's law still describes the switching at such fields is a separate matter, and part (c) gives a reason for doubt.

Finally, at fixed fields,

$$\frac{d\ln R}{dE_a}=\frac1{E_1}-\frac1{E_2}=0.5\ \text{(MV/cm)}^{-1}.$$

A change of $E_a$ by $\pm1$ MV/cm changes $\ln R$ by $\pm0.5$. The factor is about 90 for $E_a=9$ MV/cm and about 245 for $E_a=11$ MV/cm. An uncertainty of 10 % in the activation field thus matters far more than the third digit of $R$.

## Part (c): A nucleation barrier

**Question.** In a simple model, switching waits for a disc of reversed polarization with radius $r$ and fixed height $h$. The side wall costs an energy $\sigma$ per area, and the spontaneous polarization is $P_s$. Neglect depolarization energy and the energy of the flat faces. Find the critical radius and the barrier, and decide whether the model supports Merz's law. Evaluate them at both fields for $P_s=0.2$ C/m$^2$, $h=0.5$ nm and $T=300$ K, with $\sigma$ chosen to reproduce $E_a=10$ MV/cm.

**Answer.** The side wall has area $2\pi rh$. Before reversal, the polarization opposes the field and the energy density is $+P_sE$. After reversal it is $-P_sE$. The change is $-2P_sE$ per volume, and the disc has volume $\pi r^2h$. Hence

$$W(r)=2\pi rh\sigma-2P_sE\,\pi r^2h.$$

The first term dominates for small $r$ and the second for large $r$, so small discs tend to shrink and large ones to grow. The boundary between them is the maximum of $W$:

$$\frac{dW}{dr}=2\pi h\sigma-4\pi P_sEh\,r=0
\quad\Rightarrow\quad r^*=\frac{\sigma}{2P_sE}.$$

The second derivative, $-4\pi P_sEh$, is negative, which confirms a maximum. Inserting $r^*$ gives

$$W^*=\frac{\pi h\sigma^2}{P_sE}-\frac{\pi h\sigma^2}{2P_sE}
=\frac{\pi h\sigma^2}{2P_sE}.$$

If the waiting time is proportional to $e^{W^*/kT}$, its exponent varies as $1/E$. This is Merz's form, with

$$E_a=\frac{\pi h\sigma^2}{2P_skT}.$$

Within the model, the reason is that a stronger field makes a smaller disc viable. The critical radius falls as $1/E$, and the barrier falls with it. The model supports the exponential part of the law; the prefactor needs the separate treatment of part (d). In this model $E_a$ also depends on temperature: at constant $\sigma$, $P_s$ and $h$ it varies as $1/T$.

To find $\sigma$, solve the last equation:

$$\sigma=\sqrt{\frac{2P_skTE_a}{\pi h}}.$$

In SI units $E_a=10^9$ V/m, and $kT=25.85$ meV is $4.14\times10^{-21}$ J. Therefore

$$\sigma=\sqrt{\frac{2(0.2)(4.14\times10^{-21})(10^9)}{\pi(0.5\times10^{-9})}}
\ \text{J/m}^2\approx32.5\ \text{mJ/m}^2.$$

At the lower field, $10^8$ V/m, the critical radius is

$$r^*=\frac{0.0325}{2(0.2)(10^8)}\ \text{m}\approx0.81\ \text{nm},$$

and at the higher field it is half as large, 0.41 nm. The barriers are $10kT\approx0.259$ eV and $5kT\approx0.129$ eV. Direct numerical maximization of $W$ at five fields from 0.7 to 4 MV/cm agrees with $W^*/kT=E_a/E$.

These radii are comparable to atomic spacings, so a sharp wall with a constant energy per area can be only schematic here. Neglecting depolarization is an equally strong assumption. Unscreened bound charge on the flat faces would cost an energy per volume of $2NP_s^2/(\varepsilon_0\varepsilon_r)$, where $N\approx0.6$ is the depolarization factor of the critical disc at 1 MV/cm. For a relative permittivity $\varepsilon_r=30$, this is more than four times the gain $2P_sE$. The model therefore shows how a barrier proportional to $1/E$ can arise, but not that this disc is the cause of Merz's law in a real film. At 4 MV/cm the barrier would be $2.5kT$. Thermal crossing is then no longer a rare event, and the high-barrier argument for an exponential waiting time is weak.

The identification of $E_a$ also assumes that one nucleation event controls the switching time. Suppose instead that discs nucleate at a constant rate $J$ per area and time, and then spread with radial speed $v$. Ignoring overlaps, the area covered per unit area after time $t$ is

$$\int_0^tJ\,\pi v^2(t-s)^2\,ds=\frac{\pi}{3}Jv^2t^3.$$

Setting this to a fixed fraction gives $t\propto J^{-1/3}v^{-2/3}$. If $J\propto e^{-W^*/kT}$ and $v$ does not depend on field, the exponent of $t$ is $W^*/(3kT)$. The form $1/E$ survives, but the activation field of the switching time is one third of that of nucleation. A field-independent $v$ is an idealization, since sideways wall motion in real ferroelectrics is usually field-activated too. If $J\propto e^{-E_n/E}$ and $v\propto e^{-E_v/E}$, the same scaling gives an activation field $(E_n+2E_v)/3$, which equals $E_n$ when $E_v=E_n$. The answer to part (a) is unaffected, since it uses the $E_a$ of the switching time itself.

## Part (d): What a fixed prefactor leaves out

**Question.** First suppose $t_0\propto E^{-m}$ and find the new speed-up factor. Then determine $m$ for the disc of part (c) in the limit of a high barrier. Let $r$ diffuse in the energy $W(r)$ with a constant diffusion coefficient $D$, independent of field. The disc starts at $r=0$, where the boundary is reflecting, and has nucleated when it reaches the radius at which $W$ returns to zero.

**Answer.** The prefactors no longer cancel. Their ratio is

$$\frac{t_0(E_1)}{t_0(E_2)}=\left(\frac{E_2}{E_1}\right)^m=2^m,$$

so the speed-up factor becomes $2^mR$. A prefactor that falls with field, $m>0$, increases the gain.

To find the mean nucleation time $\tau$, imagine many independent discs. New ones are supplied at $r=0$ at a steady rate $I$, and each is removed on reaching the end radius $b$. In the steady state the mean number present is $N=I\tau$, because each stays for a mean time $\tau$. It remains to find $N$.

Let $p(r)$ be the number of discs per unit radius, and write $w=W/kT$. The current has a diffusion part and a drift part. It must vanish for the equilibrium distribution $p\propto e^{-w}$, so

$$I=-D\left(\frac{dp}{dr}+p\frac{dw}{dr}\right)
=-De^{-w}\frac{d}{dr}\left(e^wp\right).$$

Multiply by $e^w/D$ and integrate from $r$ to $b$, where removal makes $p(b)=0$:

$$e^{w(r)}p(r)=\frac ID\int_r^be^{w(s)}\,ds.$$

Now solve for $p$, integrate over $r$ and divide by $I$. The region of integration is $0<r<s<b$, so exchanging the order gives

$$\tau=\frac1D\int_0^bds\,e^{w(s)}\int_0^sdr\,e^{-w(r)}.$$

It helps to measure radii in units of $r^*$. Put $s=r^*x$, $r=r^*y$ and $a=W^*/kT=E_a/E$. Since $2\pi h\sigma r^*=2W^*$ and $2P_sE\pi h r^{*2}=W^*$,

$$w=a(2x-x^2).$$

This vanishes again at $x=2$, so $b=2r^*$, and

$$\tau=\frac{r^{*2}}D\int_0^2dx\,e^{a(2x-x^2)}
\int_0^xdy\,e^{-a(2y-y^2)}.$$

For $a\gg1$ the outer weight is concentrated near the barrier top, $x=1$. Because $2x-x^2=1-(x-1)^2$, the outer integral of the weight is

$$e^a\int_{-\infty}^{\infty}e^{-a(x-1)^2}dx=e^a\sqrt{\frac\pi a},$$

where extending the limits costs a relative error that is exponentially small in $a$. The inner integral is dominated by small $y$, where the exponent is close to $-2ay$. It tends to

$$\int_0^\infty e^{-2ay}\,dy=\frac1{2a}.$$

Together,

$$\tau\simeq\frac{\sqrt\pi\,r^{*2}}{2D}\,a^{-3/2}e^a.$$

Here $r^{*2}\propto E^{-2}$ and $a^{-3/2}\propto E^{3/2}$. Their product varies as $E^{-1/2}$, so $m=1/2$. In this limit the speed-up factor is

$$\sqrt2\,R\approx210.$$

The exponential is still responsible for most of the gain. The additional $\sqrt2$ belongs to this model, in which $D$ depends on neither field nor radius. If $D$ were proportional to $r$, for example, its value at the barrier top would vary as $r^*\propto1/E$. The time would gain a factor proportional to $E$, so that $m=-1/2$ and the $\sqrt2$ would become $1/\sqrt2$.

## Part (e): How high is the barrier?

**Question.** Numerical evaluation of the double integral at 300 K gives a speed-up factor of 192.7. Estimate the leading correction to the high-barrier limit, and use it to interpret this value. What activation field would be inferred from the two nucleation times if the prefactor were assumed fixed?

**Answer.** The limit in part (d) dropped the quadratic term in the inner exponent. Restore it to first order, using $e^{ay^2}\approx1+ay^2$:

$$\int_0^\infty e^{-2ay}(1+ay^2)\,dy
=\frac1{2a}+a\,\frac{2}{(2a)^3}
=\frac1{2a}\left(1+\frac1{2a}\right).$$

Here the series is used near $y=0$, where the integrand is concentrated. The time at each field is therefore multiplied by $1+1/(2a)$. If $a_1$ is the value at $E_1$, the value at $E_2$ is $a_1/2$. Relative to the limiting factor, the speed-up changes by

$$\frac{1+1/(2a_1)}{1+1/a_1}\approx1-\frac1{2a_1}.$$

The correction is negative because the lower barrier, at the higher field, receives the larger relative increase in time.

This prediction can be checked by lowering the temperature at fixed $\sigma$, which raises $a_1$. For $a_1=80$ it gives a deviation of 0.625 %, and the double integral gives 0.654 %. For $a_1=160$ the two values are 0.313 % and 0.320 %. The numerical deviation roughly halves when the barrier doubles, as a leading correction proportional to $1/a_1$ requires.

At 300 K, $a_1=10$, and the leading estimate is a reduction of about 5 %. The actual reduction is

$$1-\frac{192.7}{209.9}\approx0.08,$$

or 8 % of the limiting factor. The leading term has the right sign but is not sufficient, since the barrier at the higher field is only $5kT$. The result lies between the fixed-prefactor value, 148, and the high-barrier value, 210.

Someone who assumed a fixed prefactor would solve $\ln(192.7)=E_a^{\rm app}(1/E_1-1/E_2)$ for an apparent activation field:

$$E_a^{\rm app}=\frac{\ln(192.7)}{0.5}\ \text{MV/cm}\approx10.5\ \text{MV/cm}.$$

This is about 5 % above the value of 10 MV/cm that defines the barrier. The whole change of the prefactor between the two fields has been absorbed into the exponent. Two switching times alone cannot separate these contributions: they supply one ratio, whereas $E_a$ and $m$ are two unknowns. Times at three or more fields are needed, and they must span a range wide enough to distinguish a term in $1/E$ from one in $\ln E$. This is necessary but not sufficient. At these barriers the prefactor is not a pure power of $E$: fitting $t\propto E^{-m}e^{E_a/E}$ to the exact nucleation times at 1, 1.5 and 2 MV/cm gives $E_a\approx10.2$ MV/cm and $m\approx0.22$ rather than 10 MV/cm and $1/2$. A 5 % scatter in each of these three times would leave $E_a$ uncertain by about 1.5 MV/cm and $m$ by about 1. The main computed values are collected in the numerical output below.

## Calculated quantities

```
Activation field: 10.0 MV/cm
Lower field: 1.0 MV/cm
Higher field: 2.0 MV/cm
Prefactor t0: 0.1 ns
Exponent Ea/E at lower field: 10.00
Exponent Ea/E at higher field: 5.00
Natural log of speed-up factor: 5.00
Speed-up factor, fixed prefactor: 148.41
Speed-up in decades: 2.171
Decrease of switching time: 99.33 %
Remaining fraction of time: 0.674 %
Switching time at lower field: 2202.6 ns
Switching time at higher field: 14.84 ns
Absolute decrease: 2187.8 ns
Local power at lower field: 10.0
Local power at higher field: 5.0
Mean power over the doubling: 7.21
Faulty factor from initial slope: 22026
Factor for next doubling, 2 to 4 MV/cm: 12.18
Factor for Ea = 9.0 MV/cm: 90.0
Factor for Ea = 11.0 MV/cm: 244.7
Model polarization: 0.20 C/m^2
Model nucleus height: 0.50 nm
Model temperature: 300 K
Thermal energy kT: 25.85 meV
Model wall energy: 32.48 mJ/m^2
Critical radius at lower field: 0.812 nm
Critical radius at higher field: 0.406 nm
Barrier at lower field: 0.2585 eV
Barrier at higher field: 0.1293 eV
Factor from numerical barriers: 148.41
First-passage factor at 300 K: 192.7
High-barrier estimate sqrt(2)*factor: 209.9
Deviation from limit, barrier 80 kT: 0.654 %
Deviation from limit, barrier 160 kT: 0.320 %
```
